# Delta labels across the 45-degree rotation between Fe(001) and MgO(001), part 2

Electrons tunnel along the growth axis $z$ through MgO on Fe(001), whose in-plane cube axes differ by $45^\circ$. The problem is how one state is named in the two crystals, and what follows for tunnelling. Lengths are in nm and energies in eV. Fe has cube axes $x,y$ and edge $a$; MgO has cube axes
$$X=\frac{x+y}{\sqrt2},\qquad Y=\frac{-x+y}{\sqrt2}.$$

The MgO is strained to the Fe net, a square net of side $a$ with corner and centre sites. Oxygen and magnesium occupy these sites and change places from layer to layer. Unstrained, with rough cube edges of 0.29 nm (Fe) and 0.42 nm (MgO), the oxygen net is 2.4% larger than the Fe net; more accurate edges give 3.9%. With parallel cube axes the mismatch would be 45%.

With Fe above O, eight operations preserve the stack: the identity, three rotations about $z$ and four vertical mirrors. A sideways shift of the MgO by $(0.2,0.1)a$ leaves only the identity.

States at in-plane wavevector $\mathbf k_\parallel=0$, without spin-orbit coupling, carry symmetry labels. Axial mirrors contain a cube axis; diagonal mirrors bisect the cube axes.

| Label | axial | diagonal | typical function |
|---|---|---|---|
| $\Delta_1$ | even | even | $z$, $3z^2-r^2$ |
| $\Delta_1'$ | odd | odd | $xy(x^2-y^2)$ |
| $\Delta_2$ | even | odd | $x^2-y^2$ |
| $\Delta_2'$ | odd | even | $xy$ |

$\Delta_5$ is a pair of states that behave like $x,y$.

The axial mirrors of one crystal are the diagonal mirrors of the other, so from Fe to MgO axes the names change as
$$\boxed{\ \Delta_2\leftrightarrow\Delta_2',\qquad \Delta_1\to\Delta_1,\qquad \Delta_1'\to\Delta_1',\qquad \Delta_5\to\Delta_5\ }$$

The selection rule for the symmetric stack allows only the couplings
$$\text{Fe }\Delta_2\text{ – MgO }\Delta_2',\qquad \text{Fe }\Delta_2'\text{ – MgO }\Delta_2,$$
together with $\Delta_1$–$\Delta_1$, $\Delta_1'$–$\Delta_1'$ and $\Delta_5$–$\Delta_5$.

At $20^\circ$ the crystals share no mirror. For a $1^\circ$ departure from $45^\circ$, the squared overlap of the normalized functions $x^2-y^2$ and $X^2-Y^2$ is 0.12%.

### (g) What sets the decay of each symmetry in a simple barrier?

*Take a barrier whose potential varies in the plane but not along $z$. Find the decay constant of each lateral mode, and identify the simplest modes of each symmetry.*

**Solution.** In the barrier let the potential be $V(x,y)+V_b$, with constant $V_b$. The lateral modes $u_n$ satisfy
$$\left[-\frac{\hbar^2}{2m}\left(\frac{\partial^2}{\partial x^2}+\frac{\partial^2}{\partial y^2}\right)+V(x,y)\right]u_n=E_nu_n.$$
Insert $\psi=u_n(x,y)\,e^{-\kappa_nz}$ in the full equation. The second derivative along $z$ gives $\kappa_n^2$, so
$$E=V_b+E_n-\frac{\hbar^2\kappa_n^2}{2m}.$$
The lowest mode has lateral energy $E_0$. Define the barrier height $\phi=V_b+E_0-E$, the distance from the electron energy to the bottom of the lowest barrier band. Then $V_b-E=\phi-E_0$, and
$$\kappa_n=\frac{\sqrt{2m(\phi+E_n-E_0)}}{\hbar}.$$
Variation in the plane costs lateral energy, and this makes the wave decay faster along $z$.

The attenuation follows from matching. In a barrier of thickness $d$ the general solution for one mode is $Ae^{-\kappa z}+Be^{\kappa z}$. Suppose that in the second electrode this mode continues as an outgoing wave with wavevector $k$ along $z$ and the same mass. Continuity of the function and its derivative at $z=d$ gives
$$\kappa\left(Be^{\kappa d}-Ae^{-\kappa d}\right)=ik\left(Ae^{-\kappa d}+Be^{\kappa d}\right).$$
Collecting terms,
$$Be^{\kappa d}(\kappa-ik)=Ae^{-\kappa d}(\kappa+ik).$$
The two brackets have equal modulus, so $|B/A|=e^{-2\kappa d}$. For a thick barrier the growing part is negligible at the entrance, and $A$ no longer depends on $d$. The amplitude at the exit is
$$Ae^{-\kappa d}\left(1+\frac{\kappa+ik}{\kappa-ik}\right)=Ae^{-\kappa d}\,\frac{2\kappa}{\kappa-ik}.$$
The transmission therefore varies with thickness as $e^{-2\kappa d}$, times a factor that depends on the matching at the faces.

To see the modes, let the lateral potential be weak. They are then combinations of plane waves with the period of the net. Put $g=2\pi/a$. The lowest mode is constant and is $\Delta_1$. The next plane waves have wavevectors $(\pm g,0)$ and $(0,\pm g)$. They form the $\Delta_5$ pair $\sin gx,\sin gy$, the $\Delta_1$ function $\cos gx+\cos gy$, and the function $\cos gx-\cos gy$. The last is even in $x$ and in $y$ and changes sign on their interchange, so it is $\Delta_2$ in Fe axes. With $x+y=\sqrt2X$ and $x-y=-\sqrt2Y$,
$$\cos gx-\cos gy=-2\sin\frac{g(x+y)}2\,\sin\frac{g(x-y)}2=2\sin\frac{gX}{\sqrt2}\,\sin\frac{gY}{\sqrt2}.$$
It is odd in $X$ and odd in $Y$, as a $\Delta_2'$ function of MgO must be.

The first function that is $\Delta_2'$ in Fe axes needs the wavevectors $(\pm g,\pm g)$:
$$\sin gx\,\sin gy=\tfrac12\left[\cos g(x-y)-\cos g(x+y)\right]=\tfrac12\left[\cos\sqrt2gY-\cos\sqrt2gX\right].$$
It is even in $X$ and in $Y$ and is $\Delta_2$ in MgO. In this weak-potential limit its lateral energy is $\hbar^2(2g^2)/2m$, twice that of $\cos gx-\cos gy$. The two labels thus belong to modes with different decay, and confusing them has a cost.

### (h) How large is the error if equal names are matched?

*Use $a=0.29$ nm, $\phi=1.0$ eV, $d=1.0$ nm and the free electron mass. Compare the attenuation of an Fe $\Delta_2$ electron with the value found by matching it to the MgO state of the same name.*

**Solution.** The lateral potential is now given a definite strength. Each net site $s$ carries a Gaussian well of width $w=0.04$ nm, such that the Fourier component of the potential at net wavevector $\mathbf G$ is
$$V_{\mathbf G}=\sum_s v_s\,e^{-i\mathbf G\cdot\mathbf r_s}\,e^{-G^2w^2/2}.$$
In the barrier, $v=-4.0$ eV at the corners (oxygen) and $-1.5$ eV at the centres (magnesium). A metal layer has $-6.0$ eV and $-3.0$ eV. These are round model strengths. Each $v$ is the contribution of one well to the average potential over the net cell, not its depth: at their centres the barrier wells are about 33.5 and 12.5 eV deep. One barrier layer is continued unchanged along $z$, although in MgO the two kinds of atom change places from layer to layer. The metal modes are used only for their symmetry and their overlaps with the barrier modes. In this metal layer the lowest $\Delta_2$ and $\Delta_2'$ modes lie about 30 and 45 eV above the lowest mode, so the layer continued along $z$ would not carry such waves at the Fermi energy of real iron, where these symmetries come from localized $d$ orbitals. The arrival of an Fe electron with the stated symmetry is therefore assumed, and the attenuations below describe the barrier alone.

Diagonalization in plane waves gives the following lowest barrier mode of each symmetry. The labels were read from the computed eigenvectors, separately in each set of axes.

| Fe label | MgO label | $E_n-E_0$ (eV) | $\kappa$ (1/nm) | $e^{-2\kappa d}$ |
|---|---|---|---|---|
| $\Delta_1$ | $\Delta_1$ | 0 | 5.12 | $3.5\times10^{-5}$ |
| $\Delta_5$ | $\Delta_5$ | 21.0 | 24.0 | $1.4\times10^{-21}$ |
| $\Delta_2$ | $\Delta_2'$ | 24.2 | 25.7 | $4.5\times10^{-23}$ |
| $\Delta_2'$ | $\Delta_2$ | 40.2 | 32.9 | $2.6\times10^{-29}$ |
| $\Delta_1'$ | $\Delta_1'$ | 95.4 | 50.3 | $2.0\times10^{-44}$ |

The decay constants are easily followed by hand. For $\Delta_1$ the energy under the root is 1.0 eV and $\kappa=5.12\ \mathrm{nm^{-1}}$, so for the other modes
$$\kappa_n=5.12\ \mathrm{nm^{-1}}\sqrt{1+\frac{E_n-E_0}{1\ \mathrm{eV}}}.$$
The Fe $\Delta_2$ electron enters the MgO $\Delta_2'$ mode, with
$$\kappa=5.12\sqrt{25.2}=25.7\ \mathrm{nm^{-1}}.$$
Matching equal names would send it into the MgO $\Delta_2$ mode, with
$$\kappa=5.12\sqrt{41.2}=32.9\ \mathrm{nm^{-1}}.$$
The ratio of the correct attenuation to the mistaken one is
$$e^{2d(32.90-25.72)}=e^{14.36}\approx1.7\times10^{6}.$$
If both sites are given the mean well strength of $-2.75$ eV, a crude way to average over the alternating layers of MgO, the factor becomes $2.5\times10^6$, so only its order of magnitude is meaningful even within the model. In this model, the mistake makes the Fe $\Delta_2$ channel too weak by about six orders of magnitude. It makes the Fe $\Delta_2'$ channel too strong by the same factor.

The selection rule itself was tested by the overlaps of the metal and barrier modes, 16 levels of each. All overlaps that the rule forbids have squares below $10^{-10}$. Between the lowest modes, the squared overlap is 0.9996 for Fe $\Delta_2$ with MgO $\Delta_2'$, and also 0.9996 for Fe $\Delta_2'$ with MgO $\Delta_2$. For equal names it is 0.0000 to the digits given.

If the barrier wells are shifted by $(0.2,0.1)a$, the symmetry is lost. The Fe $\Delta_2$ mode then has a squared overlap of $6.5\times10^{-3}$ with the slowest barrier mode. A rough estimate of its leakage through that mode, without the matching at the exit, is
$$6.5\times10^{-3}\times3.5\times10^{-5}\approx2\times10^{-7}.$$
This far exceeds the $4.5\times10^{-23}$ of its own mode in the symmetric junction. Once the symmetry is lost, even a small overlap with the slowest mode can thus control a channel that symmetry would otherwise suppress strongly.

### (i) How far does this describe a real Fe/MgO/Fe junction?

*Estimate several effects left out, and say which of them touch the relabelling and which touch the numbers.*

**Solution.** The thickness is in the range of real devices, in which the MgO is roughly 1 to 2 nm thick. The barrier height of 1.0 eV is only an effective value: together with oxygen bands 4 eV below the electron energy, as assumed below, it implies a gap of 5 eV, whereas that of MgO is about 7.8 eV. Symmetry filtering is useful there because, according to band calculations, bcc Fe has a $\Delta_1$ band at the Fermi energy for majority spin and none for minority spin. The slowly decaying $\Delta_1$ channel then serves mainly one spin. The small attenuations in the table for the other symmetries are far from what should be expected of MgO. One assumption that clearly fails is the barrier made of smooth lateral modes, which omits the valence bands built from oxygen $p$ orbitals. With $p_x,p_y$ states of $\Delta_5$ symmetry at a rough 4 eV below the electron energy, and a single band of free mass, $\kappa=5.12\sqrt4\approx10.2\ \mathrm{nm^{-1}}$. The $\Delta_5$ attenuation becomes $1.3\times10^{-9}$ instead of $1.4\times10^{-21}$, a change of twelve orders of magnitude. $\Delta_1$ still decays more slowly in this estimate. No similar correction was made for $\Delta_2$ and $\Delta_2'$, so the factor $1.7\times10^6$ belongs to the model and is not a prediction for MgO.

**Effective mass.** With a rough mass of $0.4\,m_e$ at the same barrier height, the $\Delta_1$ decay constant falls to $5.12\sqrt{0.4}=3.24\ \mathrm{nm^{-1}}$. The attenuation rises from $3.5\times10^{-5}$ to $1.5\times10^{-3}$, by a factor of about 43. The labels are not affected.

**In-plane wavevector.** Labels are sharp at $\mathbf k_\parallel=0$, but a junction also passes electrons with small $k_\parallel$. With a free lateral dispersion,
$$\kappa(k_\parallel)=\sqrt{\kappa^2+k_\parallel^2}\approx\kappa+\frac{k_\parallel^2}{2\kappa},$$
so the current is weighted by $e^{-k_\parallel^2d/\kappa}$ if all $\mathbf k_\parallel$ arrive equally and match equally well. The mean of $k_\parallel^2$ over this Gaussian in the plane is $\kappa/d$, which gives an rms value of $\sqrt{5.12}\approx2.3\ \mathrm{nm^{-1}}$. Without the expansion of the root it is $2.5\ \mathrm{nm^{-1}}$, or 0.23 of the distance $\pi/a$ to the zone edge. The lowest band of the model layer is flatter than a free one, with a lateral mass of about $1.4\,m_e$, which would raise the rms value to about $3\ \mathrm{nm^{-1}}$. For a wavevector of $2.5\ \mathrm{nm^{-1}}$ along $x$, the periodic part of the slowest model mode has 0.3% of its weight outside $\Delta_1$. The labels are therefore only approximate there, even in a perfect junction. The 0.3% is not itself a leakage: how much passes between channels depends on how the modes of the two sides differ.

**Spin-orbit coupling.** Let its energy be $\xi\,\mathbf L\cdot\mathbf S/\hbar^2$. In the plane, $L_z=-i\hbar\,\partial/\partial\varphi$ turns $\sin2\varphi$, the angular part of $xy$, into $-2i\hbar\cos2\varphi$, which is that of $x^2-y^2$. With $S_z=\pm\hbar/2$, the matrix element has magnitude $2\xi/2=\xi$. It mixes $\Delta_2$ and $\Delta_2'$ within one crystal. The spin-flip terms with $L_x$ and $L_y$, not followed here, also mix $\Delta_1$ with $\Delta_5$, and $\Delta_5$ with $\Delta_2$ and $\Delta_2'$, with matrix elements of the same order. For a rough $\xi=0.05$ eV and levels 1.0 eV apart, the weight mixed between $\Delta_2$ and $\Delta_2'$ is about $(\xi/1.0\ \mathrm{eV})^2=0.25\%$; with the spin-flip terms, and the same spacing to the $\Delta_5$ levels, the total admixture is about 0.4%. Unlike the mass, this effect weakens the labels themselves.

**Lattice mismatch.** The relabelling assumed a strained film. If the MgO relaxed fully, its net would be a few per cent larger than that of Fe. With the 2.4% found from the rounded edges, the registry would slip by one full period over about $0.29/0.024\approx12$ nm along each axis; only the order of magnitude, 10 nm, is meaningful, since a mismatch of 3.9% gives about 7 nm. Over much of the area oxygen would not be above Fe, and the estimate for the shifted barrier in part (h) shows why this matters.

**Temperature and bias.** A bias along $z$ leaves the mirrors intact. Thermal vibrations preserve them only on average: at any instant the displaced atoms break them, and this can open a path for the strongly suppressed channels, as the shift in part (h) does. That effect, and spin flips by thermal spin waves, are not estimated here. For the $\Delta_1$ attenuation alone, averaging over the electron energies at 300 K and fixed barrier height gives an increase by a factor of 1.03. A bias of 0.1 V across 1.0 nm is a field of 1.0 MV/cm. It lowers the mean barrier seen by an electron at the emitter Fermi energy by 0.05 eV, so that $\kappa\approx5.12\sqrt{0.95}=4.99\ \mathrm{nm^{-1}}$. The attenuation factor grows by $e^{2(5.12-4.99)}\approx1.30$ relative to zero bias; the matching at the faces, which also changes with bias, is not included.

The exchange of $\Delta_2$ and $\Delta_2'$ thus rests on the angle between the cube axes and on the mirrors, and not on the height, mass or band structure of the barrier. Those quantities, together with the barrier thickness and the states of the electrodes, decide how much current each channel carries. The inputs and the main computed values are listed in the numerical output that follows.

## Numbers as computed

```
Net side a (rough input): 0.29 nm
MgO cube edge (rough input): 0.42 nm
Barrier height, thickness: 1.0 eV, 1.0 nm
Well width: 0.04 nm
Metal wells corner, centre: -6.0, -3.0 eV
Barrier wells corner, centre: -4.0, -1.5 eV
Stack symmetries, Fe above O: 8
Stack symmetries, shifted (0.2,0.1)a: 1
Shared mirrors at 45 deg, 20 deg: 4, 0
Overlaps at 45 deg, MgO function with Fe function:
  X2-Y2 with x2-y2, 2xy: 0.000, 1.000
  2XY with x2-y2, 2xy: -1.000, 0.000
Levels labelled, metal and barrier: 16, 16
Barrier modes: Fe label, MgO label, E_n-E_0 (eV), kappa (1/nm), exp(-2 kappa d)
  Delta1  Delta1     0.00   5.12 3.55e-05
  Delta1' Delta1'   95.41  50.30 2.02e-44
  Delta2  Delta2'   24.21  25.72 4.54e-23
  Delta2' Delta2    40.24  32.90 2.64e-29
  Delta5  Delta5    20.98  24.02 1.37e-21
Squared overlaps of lowest modes (Fe label, MgO label):
  Delta2  Delta2  0.0000
  Delta2  Delta2' 0.9996
  Delta2' Delta2  0.9996
  Delta2' Delta2' 0.0000
Forbidden overlaps all below 1e-10: True
Fe Delta2 with slowest mode, shifted barrier: 6.51e-03
Fe Delta2: true / equal-name attenuation: 1.72e+06
Neglected effects (rough inputs):
  Delta1 kappa with mass 0.4 m_e: 3.24 1/nm
  Delta1 attenuation with mass 0.4 m_e: 1.53e-03
  Delta5 kappa, p band 4 eV below: 10.25 1/nm
  Delta5 attenuation, p band: 1.26e-09
  rms in-plane wavevector: 2.48 1/nm
  rms wavevector / zone edge: 0.23
  non-Delta1 weight of slowest mode there: 3.02e-03
  leak for 1 deg misorientation: 0.12 %
  mismatch rotated, unrotated: 2.4 %, 45 %
  spin-orbit energy, level separation: 0.05, 1.0 eV
  spin-orbit admixture: 0.25 %
  Delta1 current factor at 300 K: 1.033
  bias, field: 0.1 V, 1.0 MV/cm
  Delta1 transmission factor at bias: 1.30
```
